\section*{Intrinsic Hall Conductivity of a Rashba Gas with Perpendicular Exchange Field}

\section*{Problem}

Electrons of charge $-e$ ($e>0$) and mass $m$ move in the $xy$ plane with Rashba constant $\alpha>0$ and exchange energy $M>0$:
\begin{equation}
H=\frac{\hbar^2k^2}{2m}+\alpha(k_y\sigma_x-k_x\sigma_y)-M\sigma_z .
\label{H}
\end{equation}
The Hall conductivity is defined by $j_x=\sigma_{xy}F_y$, where $F_y$ is a weak static electric field.

\begin{enumerate}
\item Find the Berry curvature of both bands.
\item Find the intrinsic $\sigma_{xy}$ at zero temperature for every Fermi level $E_F$, for strong and weak spin-orbit coupling.
\item The bands leave an exchange gap $-M<E<M$ at $k=0$. Decide whether the maximum of $\sigma_{xy}$ lies in its interior or at an edge, and find how the maximum approaches $e^2/2h$.
\item Evaluate the result for $m=0.3\,m_e$, $\alpha=0.2$ eV\,nm, $M=20$ meV, and estimate the effects of temperature, disorder, warping and a finite field.
\end{enumerate}

\section*{Solution}

\subsection*{1. Bands and Berry curvature}

Write the spin part of $H$ as $\mathbf d\cdot\boldsymbol\sigma$ with $\mathbf d=(\alpha k_y,-\alpha k_x,-M)$. Its eigenvalues are $\pm|\mathbf d|$, so
\begin{equation}
E_\pm=\frac{\hbar^2k^2}{2m}\pm\lambda,\qquad \lambda(k)=\sqrt{\alpha^2k^2+M^2}.
\end{equation}
The spin in band $\pm$ points along $\pm\mathbf d$, hence $\langle\sigma_z\rangle_\pm=\mp M/\lambda$.

With $\partial_j=\partial/\partial k_j$, the curvature of band $n$ is
\begin{equation}
\Omega_n=i\big(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\big)
=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle .
\end{equation}
Insert a complete set of states. The term with $|n\rangle\langle n|$ is a product of two imaginary numbers, because $\langle n|n\rangle=1$ makes $\langle n|\partial_jn\rangle$ imaginary; it is real and drops out. For the other band $m'$, differentiating $H|n\rangle=E_n|n\rangle$ and projecting on $\langle m'|$ gives
\begin{equation}
\langle m'|\partial_jn\rangle=\frac{\langle m'|\partial_jH|n\rangle}{E_n-E_{m'}} .
\label{deriv}
\end{equation}
The scalar part of $\partial_jH$ has no interband element. The spin parts are $-\alpha\sigma_y$ for $j=x$ and $\alpha\sigma_x$ for $j=y$, and $(E_n-E_{m'})^2=4\lambda^2$. Therefore
\begin{equation}
\Omega_n=\frac{2\alpha^2}{4\lambda^2}\,\mathrm{Im}\,\langle n|\sigma_y|m'\rangle\langle m'|\sigma_x|n\rangle .
\end{equation}
Completeness turns the product into $\langle\sigma_y\sigma_x\rangle_n-\langle\sigma_y\rangle_n\langle\sigma_x\rangle_n$. The last term is real and $\sigma_y\sigma_x=-i\sigma_z$, so the imaginary part is $-\langle\sigma_z\rangle_n$, and
\begin{equation}
\boxed{\;\Omega_\pm=\pm\frac{\alpha^2M}{2\lambda^3}\;}
\label{omega}
\end{equation}
The curvature is opposite in the two bands. Its magnitude is largest at $k=0$ and falls as $k^{-3}$ for $k\gg M/\alpha$. This tail matters: a disc of radius $M/\alpha$ holds only 29\% of the integral over the whole plane.

\subsection*{2. From curvature to Hall current}

The field makes the wave vector drift, $\hbar\dot k_y=-eF_y$. To first order in the drift rate the state is, up to a phase, $|n\rangle+c|m'\rangle$. Projecting $i\hbar\partial_t|u\rangle=H|u\rangle$ on $\langle m'|$ and dropping $\dot c$, which is of higher order, gives
\begin{equation}
i\hbar\langle m'|\dot n\rangle+E_nc=E_{m'}c
\quad\Rightarrow\quad
c=-\frac{i\hbar\langle m'|\dot n\rangle}{E_n-E_{m'}} .
\end{equation}
The velocity is $v_x=\langle u|\partial_xH|u\rangle/\hbar$. By the conjugate of (\ref{deriv}), $\langle n|\partial_xH|m'\rangle=(E_n-E_{m'})\langle\partial_xn|m'\rangle$. The energy denominators cancel:
\begin{align}
v_x&=\frac{1}{\hbar}\partial_xE_n+\big[-i\langle\partial_xn|m'\rangle\langle m'|\dot n\rangle+\mathrm{c.c.}\big]\nonumber\\
&=\frac{1}{\hbar}\partial_xE_n+2\dot k_y\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle
=\frac{1}{\hbar}\partial_xE_n-\dot k_y\Omega_n .
\end{align}
The sign was tested by integrating the Schr\"odinger equation in units $\hbar=\alpha=1$ with $M=0.5$. The rate $\dot k_y$ was raised smoothly to $10^{-3}$ over a time 200, ending at $\mathbf k=(0.4,0.3)$ in the lower band. The extra velocity was $1.0008$ times $-\dot k_y\Omega_-$, a difference of the order of the drift rate.

Since $-\dot k_y\Omega_n=eF_y\Omega_n/\hbar$ and each electron carries charge $-e$,
\begin{equation}
\sigma_{xy}=-\frac{e^2}{\hbar}\sum_n\int\frac{d^2k}{4\pi^2}\,f_n\Omega_n ,
\label{sig}
\end{equation}
where $f_n$ is the equilibrium occupation. This is the intrinsic part; the effect of scattering on the occupations and states is treated in section 6.

For a disc of radius $k$ filled in the lower band, use $\lambda\,d\lambda=\alpha^2k\,dk$:
\begin{equation}
\frac{e^2}{\hbar}\int_0^k\frac{k'dk'}{2\pi}\frac{\alpha^2M}{2\lambda^3}
=\frac{e^2M}{4\pi\hbar}\int_M^{\lambda(k)}\frac{d\lambda}{\lambda^2}
=\frac{e^2}{2h}\Big(1-\frac{M}{\lambda(k)}\Big).
\label{disc}
\end{equation}
The last step uses $4\pi\hbar=2h$. A filled disc in the upper band gives the same expression with a minus sign.

The half quantum has a geometric origin. At $k=0$ the lower-band spin points along $+z$; as $k$ grows it tilts towards the plane. An infinite disc covers half of the sphere of spin directions, and therefore gives half of the $e^2/h$ that full coverage would give.

\subsection*{3. Fermi circles and all Fermi levels}

Define the energy $A=m\alpha^2/\hbar^2$. Because $k^2=(\lambda^2-M^2)/\alpha^2$,
\begin{equation}
E_\pm=\frac{\lambda^2-M^2}{2A}\pm\lambda
=\frac{(\lambda\pm A)^2-A^2-M^2}{2A},\qquad \lambda\ge M .
\label{Elam}
\end{equation}
The upper band starts at $E=M$. The lower band has its minimum at $\lambda=A$ if $A>M$; this is a ring in $k$ space with energy $-(A^2+M^2)/2A$. If $A\le M$ the minimum is at $k=0$ with energy $-M$.

Setting $E_\pm=E_F$ gives $(\lambda\pm A)^2=S^2$ with
\begin{equation}
S=\sqrt{A^2+M^2+2AE_F}.
\end{equation}
The candidate circles are $\lambda=A\pm S$ in the lower band and $\lambda=S-A$ in the upper band, subject to $\lambda\ge M$. At $E_F=\pm M$ one has $S=|A\pm M|$, which decides the cases. Let $s=\sigma_{xy}/(e^2/2h)$.

\textbf{Below the gap, $A>M$.} Here $S<A-M$, so both lower-band roots exceed $M$ and a ring between them is filled. Subtracting two discs,
\begin{equation}
s=\frac{M}{A-S}-\frac{M}{A+S}=\frac{2MS}{A^2-S^2}.
\label{ring}
\end{equation}
For $A\le M$ there are no states below $-M$ and $s=0$.

\textbf{In the gap, $-M\le E_F\le M$.} Now $|A-M|\le S\le A+M$. The root $A-S$ does not exceed $M$, and neither does $S-A$. A single disc with $\lambda=A+S$ is filled:
\begin{equation}
s=1-\frac{M}{A+S}.
\label{gap}
\end{equation}

\textbf{Above the gap, $E_F>M$.} Here $S>A+M$. The lower band is filled to $\lambda=S+A$ and the upper band to $\lambda=S-A$:
\begin{equation}
s=\frac{M}{S-A}-\frac{M}{S+A}=\frac{2AM}{S^2-A^2}=\frac{2AM}{M^2+2AE_F}.
\label{above}
\end{equation}

The pieces join. At $E_F=-M$ with $A>M$, $S=A-M$ and both (\ref{ring}) and (\ref{gap}) give $2(A-M)/(2A-M)$. For $A\le M$, $S=M-A$ and (\ref{gap}) gives zero. At $E_F=M$, $S=A+M$ and both neighbouring formulas give $2A/(2A+M)$.

Equation (\ref{sig}) was also summed on a grid in $k$ from diagonalized Hamiltonians, for $(A,M)=(1,0.1)$, $(1,0.5)$ and $(0.25,0.5)$ and for 160 Fermi levels each, spaced by $0.02$ from $M-1.4$ upwards. The largest deviation of $s$ from the formulas was $4.7\times10^{-5}$.

\subsection*{4. The maximum}

Since $dS/dE_F=A/S>0$, each branch can be followed separately. In (\ref{ring}) the numerator grows and the denominator shrinks as $S$ grows, so $s$ rises. In (\ref{gap}) $s$ rises because $A+S$ grows. In (\ref{above}) it falls. The maximum is therefore at the upper edge of the gap, $E_F=M$, not in its interior:
\begin{equation}
\boxed{\;\sigma_{xy}^{\max}=\frac{e^2}{2h}\,\frac{2A}{2A+M}\;}
\qquad 1-s_{\max}=\frac{M}{2A+M}.
\label{max}
\end{equation}
In the grid sums the largest value also fell on the level $E_F=M$ for all three parameter pairs.

The height stays below $e^2/2h$ and tends to it for $M/A\to0$, with deficit $M/2A$ to leading order. The remainder is the part of the curvature tail outside the Fermi circle. There is no quantization: the gap exists at $k=0$, while the lower band still crosses the Fermi level at large $k$.

The maximum is a cusp. Differentiating (\ref{gap}) and (\ref{above}) at $E_F=M$,
\begin{equation}
s'_{<}=\frac{AM}{(2A+M)^2(A+M)},\qquad
s'_{>}=-\frac{4A^2}{M(2A+M)^2}.
\label{slopes}
\end{equation}
The ratio $|s'_>|/s'_<=4A(A+M)/M^2$ is large for $A\gg M$. The fall is steep because new upper-band electrons enter at $k=0$, where the opposite curvature is greatest. Below the edge, electrons are added at large $k$, where little curvature is left. For $A>M$ the total rise across the gap is
\begin{equation}
\frac{M}{2A-M}-\frac{M}{2A+M}=\frac{2M^2}{4A^2-M^2},
\label{rise}
\end{equation}
which is second order in $M/A$: the curve looks like a plateau, but it has a slope.

\textbf{Weak spin-orbit coupling.} For $A\ll M$, expand $S\simeq M+AE_F/M$ in (\ref{gap}). Then $s\simeq A(M+E_F)/M^2$, a straight rise from zero at $-M$ to $2A/M$ at $+M$. There is no plateau, and for any $A\le M$ the peak is at most $2/3$.

\textbf{Vanishing exchange.} At fixed $E_F\neq0$ and $M\to0$, (\ref{above}) gives $s\to M/E_F\to0$, and (\ref{ring}) also vanishes. At $E_F=0$, inside the gap for every $M>0$, $s\to1$. The peak gets higher while the window that holds it, of width $2M$, closes. At $M=0$ time-reversal symmetry makes $\sigma_{xy}$ zero.

\subsection*{5. Numbers}

For the given parameters $A=157.5$ meV and $M/A=0.127$, the strong-coupling case. The band bottom is $-(157.5^2+20^2)/(2\times157.5)=-80.0$ meV, on a ring of radius $0.781$ nm$^{-1}$. At $k=0$ the lower-band curvature is $-\alpha^2/2M^2=-50$ nm$^2$.

At $E_F=0$, $S=\sqrt{157.48^2+20^2}=158.7$ meV and $s=1-20/316.2=0.937$. At the upper edge $S=A+M=177.5$ meV and
\begin{equation}
s_{\max}=1-\frac{20}{335.0}=0.940,\qquad
\sigma_{xy}^{\max}=0.940\times19.37\ \mu\mathrm S=18.2\ \mu\mathrm S .
\end{equation}
The Fermi levels in order give:
\begin{center}
\begin{tabular}{rcc}
$E_F$ (meV) & density ($10^{13}$ cm$^{-2}$) & $s$\\
$-40$ & 1.41 & 0.368\\
$-20$ & 1.72 & 0.932\\
$0$ & 1.98 & 0.937\\
$20$ & 2.22 & 0.940\\
$40$ & 2.47 & 0.485\\
$100$ & 3.23 & 0.197
\end{tabular}
\end{center}
Across the gap $s$ changes by $0.008$, as (\ref{rise}) requires. Another 20 meV above it, $s$ has nearly halved.

With $m$ and $\alpha$ held fixed, $M=5$, 10, 40 and 80 meV give deficits $0.016$, $0.031$, $0.113$ and $0.203$. The leading estimate $M/2A$ gives $0.016$, $0.032$, $0.127$ and $0.254$; it is good for small $M/A$ and a quarter too large at 80 meV.

\subsection*{6. What the intrinsic clean result leaves out}

\textbf{Temperature.} At temperature $T$ the conductivity is the average of $s(E)$ with weight $-\partial f/\partial E$. With the chemical potential held at $M$, $s$ is $0.895$ at 20 K and $0.593$ at 300 K, against $0.940$ at zero temperature. At 20 K the loss comes from the steep side of the cusp; at 300 K the levels below the gap, where $s$ is also small, contribute as well. For $k_BT\ll M$ the slope of the averaged curve at $M$ is $(s'_<+s'_>)/2$, which is negative if $4A(A+M)>M^2$. Under that condition the thermal maximum does move into the interior of the gap.

\textbf{Disorder.} Take a weak Gaussian potential with correlator $\gamma\,\delta(\mathbf r-\mathbf r')$ and $E_F>M$. By (\ref{Elam}), $|dE_\pm/d\lambda|=S/A$ on both circles, so their densities of states are $N_\pm=A\lambda_\pm/(2\pi\alpha^2S)$, with $\lambda_\pm=S\mp A$. The real part of the Born self-energy shifts the energies and $M$. The energy shift grows logarithmically with the momentum cutoff, which the finite range of a real potential supplies; at a fixed cutoff both shifts vanish with $\gamma$, and they are dropped here. The rest is $-i\pi\gamma$ times the sum of $N_\pm$ weighted with the band projectors. Its $\sigma_z$ part is proportional to $N_+/\lambda_+-N_-/\lambda_-=0$. What remains is a scalar $-i\Gamma$ with $\Gamma=\pi\gamma(N_++N_-)/2=\gamma A/2\alpha^2$.

In the ladder approximation the vertex $V_y=\hbar^2k_y/m+\alpha\sigma_x$ is dressed to $V_y+X$, where
\begin{equation}
X=\gamma\int\!\frac{d^2k}{4\pi^2}\,G(V_y+X)G^\dagger,\qquad G=(E_F+i\Gamma-H)^{-1}.
\end{equation}
Try $X=-\alpha\sigma_x$, which leaves the scalar $\hbar^2k_y/m$ in the integrand. For small $\Gamma$, $GG^\dagger$ is $\pi/\Gamma$ times the projectors on the Fermi circles, whose $\sigma_x$ part is $\pm\alpha k_y/2\lambda$. With $k_y^2\to k^2/2$ and $\hbar^2/m=\alpha^2/A$, the right side becomes
\begin{equation}
\frac{\pi\gamma}{\Gamma}\,\frac{\alpha^3}{4A}\,\frac{A}{2\pi\alpha^2S}\,(k_+^2-k_-^2)\,\sigma_x=-\alpha\sigma_x ,
\end{equation}
because $k_+^2-k_-^2=[(S-A)^2-(S+A)^2]/\alpha^2=-4AS/\alpha^2$. The trial form is a solution to leading order in $\Gamma$. The Fermi-surface term of the Kubo--Streda formula, $\sigma_{xy}\propto\int d^2k\,\mathrm{tr}[V_xG(V_y+X)G^\dagger]$, then contains angular averages of $k_xk_y$ and vanishes. The correction to $X$ is of order $\Gamma$ and, to that order, along $\sigma_x$. The $1/\Gamma$ part of its integral with $V_x$ is again an average of $k_xk_y$ and is zero, so the correction contributes nothing for $\Gamma\to0$. Evaluated without disorder at 100 meV, this term reproduces (\ref{above}) within the test tolerance of $0.002$, so no other intrinsic part is left over there.

The numerical ladder sum at 100 meV gives a shift of $-0.1975$ and a total of zero. In the gap, where one circle exists, the cancellation is incomplete: the shift is $-0.064$ at $E_F=0$ and $-0.045$ at 15 meV, with totals $0.873$ and $0.895$. Crossed diagrams and non-Gaussian skew scattering are omitted and may be as large as these shifts or larger. The high value in the gap thus survives weak disorder at ladder level, while the tail (\ref{above}) should not be read as a measurable Hall conductivity for this kind of disorder.

The weak-disorder limit also needs $\Gamma\ll M$. For a mobility of 500 cm$^2$/Vs, the Drude relation with the bare mass $m$ gives $\hbar/2\tau=3.9$ meV, or $0.19M$. Two corrections to this estimate of $\Gamma$ nearly cancel at the gap edge: the mass $\hbar k/v=m(A+S)/S$ on the Fermi circle is $1.9m$, which lengthens the transport time, but for short-range scatterers the level lifetime is only about half the transport time. At ladder level the cusp of the intrinsic curve is replaced by a drop at $E_F=M$, from about $0.9$ just below to zero above in the weak-disorder limit; a finite $\Gamma$ smooths this drop, raises the values just above $M$ from zero, and lowers those in the gap, most strongly near the edge. For $\Gamma=0.19M$ the self-consistent Born approximation with the ladder vertex gives about $0.75$ at $E_F=0$, $0.45$ at $19.5$ meV and $0.15$ at 25 meV, so at this mobility the largest values lie inside the gap and well below $0.9$.

\textbf{Warping.} Add $w(k_x^3-3k_xk_y^2)\sigma_z$ with $wk^3=M$ at the Fermi radius $1.67$ nm$^{-1}$. At $E_F=M$, $s$ changes by $2\times10^{-5}$. The term varies as $\cos3\phi$ around the circle, with $\phi$ the direction of $\mathbf k$, so its first-order effect averages to zero. With $\alpha k=334$ meV, second-order terms are of size $(M/\alpha k)^3\approx2\times10^{-4}$; the computed change is smaller still. This is for a chosen, weak warping, $w=4.3$ meV\,nm$^3$. The change remains of order $10^{-3}$ up to $wk^3=8M$, but for $w\approx0.13$ eV\,nm$^3$ the cubic term exceeds the kinetic energy at the Fermi radius, the model has no closed Fermi contour there, and the estimate does not apply.

\textbf{Field strength.} The drifting electron crosses the region $k\sim M/\alpha$ in a time $\hbar M/(\alpha eF)$. This must be long compared with $\hbar/M$, which requires $F\ll M^2/e\alpha=0.02$ MV/cm. The field also shifts the occupations. With the transport time for the mobility quoted above, the energy $eFv\tau$ gained between collisions reaches $M$ already near $0.004$ MV/cm. For $E_F$ in the gap, the shift of the large Fermi disc by itself changes $s$ very little, because little curvature lies at its edge. Above the gap the small upper-band disc shifts too, through a region of high curvature, and the linear result can fail at such lower fields.

\textbf{Real layers.} The chosen $\alpha$ is roughly that of polar semiconductors with heavy elements and is far above that of common semiconductor quantum wells. At the peak the Fermi radius is $1.67$ nm$^{-1}$ and the kinetic energy $355$ meV, comparable to the narrow band gaps of such materials; a parabolic band, a spin splitting linear in $k$ and the neglect of other bands are then rough approximations, and the numbers of section 5 describe the model, not a specific compound. For a rough quantum-well case, $\alpha=0.01$ eV\,nm and $m=0.05\,m_e$, $A$ shrinks by $400\times6$ to $0.07$ meV, and with the same $M$ the peak is $s\approx2A/M\approx0.007$. A value near $e^2/2h$ therefore needs $2A\gg M$ and a Fermi level in the gap, together with $k_BT\ll M$ and $\Gamma\ll M$. Without an applied magnetic field, the exchange energy requires magnetic order in the layer or next to it, and this order must persist at the temperature of use. At 300 K the value at chemical potential $M$ is 37\% below its zero-temperature value. The numerical output below lists the remaining values.

\section*{Computed values}
\begin{verbatim}
mass 0.3 m_e, Rashba constant 0.2 eV nm, M 20 meV
A = m al^2/hbar^2: 157.48 meV;  ratio M/A: 0.1270
band bottom: -80.01 meV at k = 0.7810 1/nm
lower-band curvature at k=0: -50.00 nm^2
unit e^2/2h: 19.3702 uS
time evolution / theory, anomalous velocity: 1.00080
largest |k-sum - formula| over test levels: 4.7e-05 e^2/2h
E_F  -70.0 meV: density 0.704 1e13/cm2, sigma_xy 0.1038 e^2/2h
E_F  -40.0 meV: density 1.407 1e13/cm2, sigma_xy 0.3681 e^2/2h
E_F  -20.0 meV: density 1.723 1e13/cm2, sigma_xy 0.9322 e^2/2h
E_F    0.0 meV: density 1.981 1e13/cm2, sigma_xy 0.9368 e^2/2h
E_F   20.0 meV: density 2.224 1e13/cm2, sigma_xy 0.9403 e^2/2h
E_F   40.0 meV: density 2.475 1e13/cm2, sigma_xy 0.4846 e^2/2h
E_F  100.0 meV: density 3.227 1e13/cm2, sigma_xy 0.1975 e^2/2h
E_F  200.0 meV: density 4.480 1e13/cm2, sigma_xy 0.0994 e^2/2h
peak at E_F = M: 0.9403 e^2/2h = 18.214 uS
Fermi radius at the peak: 1.6718 1/nm
rise across the gap: 0.00810 e^2/2h
M    5 meV: peak 0.9844 e^2/2h, deficit 0.0156, M/2A 0.0159
M   10 meV: peak 0.9692 e^2/2h, deficit 0.0308, M/2A 0.0317
M   40 meV: peak 0.8873 e^2/2h, deficit 0.1127, M/2A 0.1270
M   80 meV: peak 0.7974 e^2/2h, deficit 0.2026, M/2A 0.2540
T 20 K (kT 1.72 meV), mu = M: 0.8954 e^2/2h
T 300 K (kT 25.85 meV), mu = M: 0.5927 e^2/2h
ladder disorder, E_F 0 meV: shift -0.0637, total 0.8730 e^2/2h
ladder disorder, E_F 15 meV: shift -0.0449, total 0.8946 e^2/2h
ladder disorder, E_F 100 meV: shift -0.1975, total 0.0000 e^2/2h
mobility 500 cm2/Vs: hbar/2tau 3.86 meV, ratio to M 0.193
warping 4.280 meV nm^3, E_F = M: 0.9403 e^2/2h, change +0.00002
field scale M^2/(e al): 0.0200 MV/cm
\end{verbatim}
